# Why the average attraction of ionized donors does not narrow the gap

**Question.** In heavily doped n-type silicon every conduction electron is attracted by an enormous number of positive donors. The Coulomb force has long range, so the average attraction looks huge. Why does it not pull the conduction band down and narrow the gap?

**Answer.** Two facts have to be kept apart. The conduction electrons repel an added electron, on average, as strongly as the donors attract it, so in a neutral crystal the average shift cancels. Moreover, a valence electron has the same charge as a conduction electron. Even an uncancelled uniform potential would move both band edges together. Cancellation removes the huge shift of the edges, while equality of charge protects their separation.

The same holds in the language of holes. A hole has energy $-E_v$. If a uniform potential lowers the energy of every electron by $A$, creating a conduction electron costs $A$ less and creating a hole costs $A$ more. The pair energy $E_g=E_c-E_v$ is unchanged.

### The two averages

Let there be $N$ ionized donors and $n$ conduction electrons per unit volume, in a host of static permittivity $\varepsilon$. All potentials below are potential energies of an electron. With $C=e^2/(4\pi\varepsilon)$, a donor at distance $r$ contributes $-C/r$ and an electron contributes $+C/r$.

The integral of $1/r$ over all space diverges. To subtract two such integrals safely, give the force a finite range $\ell$, add all the charges, and only then let $\ell$ grow:

$$v_\ell(r)=\frac{C}{r}e^{-r/\ell},\qquad v_\ell(q)=\frac{4\pi C}{q^2+\ell^{-2}} .$$

The spatial average of a sum of donor potentials is $N$ times the volume integral of one of them:

$$\bar U_{\rm d}=-N\int_0^\infty 4\pi r^2\,\frac{C}{r}e^{-r/\ell}\,dr
=-4\pi CN\int_0^\infty r e^{-r/\ell}dr=-4\pi CN\ell^2 .$$

The Hartree potential is the convolution of $v_\ell$ with the electron density. Its average depends only on the mean density $n$, however the electrons are arranged, so $\bar U_{\rm H}=+4\pi Cn\ell^2$. Hence

$$\bar U=\bar U_{\rm d}+\bar U_{\rm H}=4\pi C\ell^2\,(n-N).$$

These are the zero-wavevector terms. For $n=N$ their sum is zero at every $\ell$, and therefore also in the limit $\ell\to\infty$.

The total energy says the same. In a volume $V$ with $N_e$ electrons and $N_d$ donors, the electron–electron, donor–donor and electron–donor averages combine into a square, apart from self-energy terms that do not depend on the arrangement:

$$\frac{4\pi C\ell^2}{2V}\left(N_e^2+N_d^2-2N_eN_d\right)=\frac{4\pi C\ell^2}{2V}(N_e-N_d)^2 .$$

Adding one electron to the neutral crystal raises this square term by $4\pi C\ell^2/(2V)$. The increase vanishes if $V\to\infty$ is taken before $\ell\to\infty$, which is the order appropriate to a bulk band edge.

### What remains after the cancellation

Removing the average does not remove the donors. For donors on a simple cubic lattice with spacing $a=N^{-1/3}$, in a uniform electron density, the potential is

$$U(\mathbf r)=-4\pi CN\sum_{\mathbf G\ne0}\frac{e^{i\mathbf G\cdot\mathbf r}}{G^2},$$

where $\mathbf G$ runs over the reciprocal vectors of the donor lattice. It has zero mean and is finite between the donors. At the body centre, a direct sum of finite-range potentials minus its average, extrapolated to infinite range, gives $-0.8018/a$ for the sum of $1/r$ terms. An independent Ewald sum gives $-0.8019/a$.

There is a subtlety in the words "zero average". Surround each donor by its own spherical electron cloud with mean square radius $\langle r^2\rangle$. At small $q$ the cloud has the Fourier transform $1-q^2\langle r^2\rangle/6$, so the neutral unit has $1-(1-q^2\langle r^2\rangle/6)=q^2\langle r^2\rangle/6$. The average potential is the $q\to0$ limit of

$$-\frac{4\pi CN}{q^2+\ell^{-2}}\,\frac{q^2\langle r^2\rangle}{6}.$$

At finite $\ell$ this limit is zero. With the pure Coulomb force ($\ell^{-1}=0$ first) it is $-4\pi CN\langle r^2\rangle/6$. The difference is a finite constant, set by the choice of reference and by how the sample is terminated. It is a uniform potential and cannot change the gap.

### Why a uniform potential leaves the gap alone

Let $H$ be the one-electron Hamiltonian of the whole crystal, with $H\psi=E\psi$. Adding a constant $U_0$ gives

$$(H+U_0)\psi=(E+U_0)\psi .$$

Every state keeps its wavefunction and gains the same energy, so $(E_c+U_0)-(E_v+U_0)=E_c-E_v$.

A potential with a nonzero average need not be uniform, however. If it varies inside the unit cell, the two edges sample it differently, and to first order

$$\Delta E_g=\langle\delta V\rangle_c-\langle\delta V\rangle_v .$$

A one-dimensional crystal shows the distinction. Take cells of length $b=0.5$ nm and the potential $1.1\cos(2\pi x/b)$ eV, which gives a gap of 1.098 eV at the zone boundary. Near that boundary the two edge states are mainly standing waves. The lower has density proportional to $1-\cos(2\pi x/b)$, the upper to $1+\cos(2\pi x/b)$.

Now add one Gaussian well per cell at $x=0$, with standard deviation $\sigma$ and fixed average $\bar V$. Its first Fourier component is $\bar V s$, with $s=e^{-(2\pi\sigma/b)^2/2}$. Averaging over the two densities gives shifts $\bar V(1-s)$ and $\bar V(1+s)$, so the gap changes by $2\bar Vs$ in this two-wave approximation.

Diagonalization with more waves, at $\bar V=-20$ meV in both cases, gives:

- narrow wells, $\sigma=0.1b$: the valence edge moves by $-3.0$ meV and the conduction edge by $-34.0$ meV, so the gap falls by 31 meV;
- smooth wells, $\sigma=0.8b$: both edges move by $-20.0$ meV, and the gap changes by only $-1.3\times10^{-7}$ eV.

The average is the same; the variation within a cell makes the difference. This limits the claim about donors. Their long-range Coulomb average cannot narrow the gap, but a short-range core potential that acts differently on the two bands can shift it in proportion to $N$.

### A false average from screened donors

Let a donor density $\rho_{\rm d}$ act on an electron gas whose density responds as $\delta n=-(\partial n/\partial\mu)U$, where $\mu$ is the chemical potential. Poisson's equation for the electron's potential energy is $q^2U=4\pi C(\delta n-\rho_{\rm d})$. Inserting the response gives

$$U_q=-\frac{4\pi C\rho_{{\rm d},q}}{q^2+\kappa^2},\qquad \kappa^2=4\pi C\frac{\partial n}{\partial\mu}.$$

If all donors are inserted at $q=0$, an average $-4\pi CN/\kappa^2=-N/(\partial n/\partial\mu)$ seems to survive. But at $q=0$ the formula contains $\delta n=\rho_{\rm d}$: it describes extra donors together with extra electrons, drawn from a reservoir at fixed $\mu$. For a small addition, the bands must sink relative to $\mu$ to hold those electrons. This is band filling. In a crystal whose $n=N$ electrons have already been counted, the term must not be added again, and as a uniform term it would not alter the gap anyway.

### What does narrow the gap

First consider the nonuniform donor potential, in an envelope model where both bands feel the same $U(\mathbf r)$ of zero average. A constant envelope is a valid trial state for the conduction band and has energy $E_c+\bar U=E_c$. The true minimum therefore lies at or below $E_c$. The same trial state shows that the valence maximum lies at or above $E_v$. In this model, fluctuations cannot widen the separation between the lowest conduction level and the highest valence level. If $U$ varies slowly, the two extrema may lie at different places while the local gap stays unchanged.

For weak, uncorrelated donors the shift starts at second order, because a zero-average potential has no diagonal element in the constant state. Let $t=\hbar^2/2m$. The potential links the constant state to a plane wave of energy $tq^2$ through the screened matrix element $U_{\mathbf q}=-4\pi C S_{\mathbf q}/[V(q^2+\kappa^2)]$, where $S_{\mathbf q}=\sum_j e^{-i\mathbf q\cdot\mathbf R_j}$ runs over the donor positions. Second-order perturbation theory gives a shift of size $\sum_{\mathbf q\ne0}|U_{\mathbf q}|^2/(tq^2)$. For random positions the mean of $|S_{\mathbf q}|^2$ is the number of donors, $NV$. Replacing the sum by $V\int d^3q/(2\pi)^3$, the size of each edge shift is

$$\Delta=\frac{N(4\pi C)^2}{t}\int\frac{d^3q}{(2\pi)^3}\frac{1}{q^2(q^2+\kappa^2)^2}
=\frac{8NC^2}{t}\int_0^\infty\frac{dq}{(q^2+\kappa^2)^2}.$$

The last integral is $\pi/(4\kappa^3)$, which gives

$$\Delta=\frac{2\pi NC^2}{\kappa^3t}.$$

The conduction edge moves down and the valence edge up, each with its own mass. This is the average shift of the extended state at each edge. In a very large random sample, rare donor arrangements also produce some levels deeper in the gap.

Exchange and correlation act beyond the Hartree average. With static screening, exchange with electrons of the same spin and valley lowers the conduction edge by

$$\int\frac{d^3k}{(2\pi)^3}\frac{4\pi C f}{k^2+\kappa^2}
=\frac{2C}{\pi}\int_0^\infty\frac{f\,k^2}{k^2+\kappa^2}\,dk,$$

where $f$ is the Fermi occupation. An electron also pushes others away and gains half the induced potential at its own position:

$$\frac12\lim_{r\to0}\frac{C(e^{-\kappa r}-1)}{r}=-\frac{C\kappa}{2}.$$

For the filled valence band, screening also weakens the exchange. With every wavevector occupied, the exchange sum samples the interaction only at zero distance, so its change is $-\lim_{r\to0}C(e^{-\kappa r}-1)/r=+C\kappa$, which raises the edge. The net valence shift is $C\kappa-C\kappa/2=+C\kappa/2$.

### Numbers for heavily doped silicon

Take $N=10^{20}\ \mathrm{cm^{-3}}=0.1\ \mathrm{nm^{-3}}$ at 300 K, relative permittivity 11.7, six valleys with masses 0.92 and 0.19 $m_e$, and a single valence mass of 0.5 $m_e$. Then $C=0.1231$ eV nm. For a range of 10 nm,

$$\bar U_{\rm d}=-4\pi(0.1231)(0.1)(10)^2\ \mathrm{eV}=-15.5\ \mathrm{eV},\qquad \bar U_{\rm H}=+15.5\ \mathrm{eV}.$$

At 1000 nm each is $10^4$ times larger, and the sum is still zero. The separate averages have no physical size of their own.

The remainders are modest. At the body centre of a donor lattice with spacing 2.154 nm, the energy is $0.1231\times0.8019/2.154=0.046$ eV above the average. For electron spheres of radius $R=1.337$ nm, $\langle r^2\rangle=3R^2/5$, and the pure Coulomb average is $-0.028$ eV. At a range of $20R$, the inner part, $-0.0276$ eV, is cancelled by an outer tail of $+0.0276$ eV.

Fermi statistics put $\mu$ 0.065 eV above the conduction edge, against $kT=0.026$ eV, so the gas is only moderately degenerate. The inverse screening length is $\kappa=1.658\ \mathrm{nm^{-1}}$. The false average would be $-4\pi(0.1231)(0.1)/1.658^2=-0.056$ eV, large enough to be mistaken for a real narrowing.

For the donor fluctuations, the zero-temperature Fermi energy and wavevector give $t=0.0740/0.790^2=0.119$ eV nm², and

$$\Delta_c=\frac{2\pi(0.1)(0.1231)^2}{(1.658)^3(0.119)}\ \mathrm{eV}\approx18\ \mathrm{meV}.$$

The heavier valence mass gives about 27 meV, and the total is 45 meV with this long-wavelength screening formula, whose error is estimated below. The donors are not really weak here: $C/(\kappa t)$ is 0.6 for electrons and 1.0 for holes. Treating the scattering by each single donor to all orders gives about 28 meV for the conduction edge and 18 meV for the valence edge, so the separate second-order values are unreliable and only their sum happens to stay near 45 meV. One periodic cell of 27 random donors, 6.46 nm wide, gives 24 meV by diagonalization; the last increase of the plane-wave cutoff changed this by 0.3 meV. The main reason for the lower value is the cell's size $L$: it lacks nonzero wavevectors below $2\pi/L$, which alone roughly halves the second-order narrowing averaged over arrangements. The cell also includes higher orders and is a single arrangement. The arrangement matters a good deal: 96 other random cells of the same size gave a mean of 21 meV with a standard deviation of 6 meV, ranging from 12 to about 50 meV.

In that cell the valence edge moves less than the conduction edge, 11 against 13 meV, although second order predicts the reverse for the heavier mass. Higher orders therefore matter. With no diagonal elements, the third-order energy is a sum of $U_{0k}U_{kl}U_{l0}/(E_kE_l)$, where $E_k$ and $E_l$ are positive kinetic energies. For random donors only the terms in which one donor acts three times survive the average, so the result has the sign of a single donor's potential. It lowers the energy of an attracted electron and raises that of a repelled hole, which is the right direction to explain the reversal. In cells this small the reversal is a tendency, not a rule: it appeared in a little over half of the 96 other cells. It is clearer in cells of 216 donors, where the mean shifts are about 22 meV for the conduction edge and 14 meV for the valence edge.

Screened exchange contributes 4 meV, and the Coulomb-hole terms $0.1231\times1.658/2=0.102$ eV at each edge, about 0.21 eV altogether. This is an order of magnitude only. The screening formula assumes wavevectors well below $k_F=0.79\ \mathrm{nm^{-1}}$, yet $\kappa$ is twice $k_F$. With the wavevector-dependent static response of the same electron gas, screening is weaker at short distances: the many-electron sum falls to about 0.116 eV, and the second-order donor narrowing rises from 45 to about 58 meV. Ellipsoidal valleys reduce the magnitude of unscreened exchange, 54 meV, by 5%. An assumed core potential differing by 1 eV between the bands within 0.15 nm of each donor would change the gap by 1.4 meV; these core values are chosen, not those of phosphorus.

### Beside real silicon

The doping, permittivity and electron masses are rough typical values for heavily phosphorus-doped silicon; the single valence mass replaces several warped bands. Narrowing inferred from real material at this doping is roughly 0.1 eV, so the many-electron estimate of 0.21 eV is probably too large. Even the lower estimate of 0.116 eV, with the 58 meV from donor fluctuations added, gives about 0.17 eV. Dynamic screening, intervalley scattering, donor clustering and the lattice's own temperature shift are omitted. Real devices also break local neutrality near junctions. In a slab 100 nm wide, a missing electron fraction of only $1.3\times10^{-4}$, if spread evenly, would bend the bands by $kT$ between centre and face. Mobile electrons do not leave it spread evenly: in equilibrium the deficit gathers within about a screening length of the faces, and the bend is only about 0.6 meV. In a depletion layer, where few mobile electrons remain to screen, the bending can be far larger than $kT$, but where it is smooth on the scale of a unit cell it carries both edges together. The output for the main results follows.

## Computed results

```
Donor density: 1.0e+20 cm^-3
Relative permittivity: 11.7
Temperature: 300 K
Number of valleys: 6
Longitudinal mass: 0.92 m_e
Transverse mass: 0.19 m_e
Density-of-states mass per valley: 0.3214 m_e
Valence mass: 0.50 m_e
Coulomb constant C: 0.1231 eV nm
Donor spacing N^(-1/3): 2.154 nm
Donor average at range 10 nm: -15.47 eV
Electron average at range 10 nm: 15.47 eV
Donor average at range 100 nm: -1546.59 eV
Electron average at range 100 nm: 1546.59 eV
Donor average at range 1000 nm: -154659.22 eV
Electron average at range 1000 nm: 154659.22 eV
Lattice sum minus average, range to infinity: -0.80184 1/a
Ewald value: -0.80194 1/a
Electron energy at body centre of donor lattice: 0.0458 eV
Neutral sphere radius: 1.337 nm
Neutral spheres, Coulomb inner average: -0.02763 eV
Neutral spheres, finite-range inner part: -0.02759 eV
Neutral spheres, finite-range outer part: 0.02759 eV
1D crystal gap: 1.0977 eV
1D added average: -0.0200 eV
1D narrow wells, valence shift: -0.00298 eV
1D narrow wells, conduction shift: -0.03403 eV
1D smooth wells, valence shift: -0.02000 eV
1D smooth wells, conduction shift: -0.02000 eV
1D smooth wells, gap change: -1.3e-07 eV
Thermal energy kT: 0.0259 eV
Fermi level above conduction edge at 300 K: 0.0652 eV
Fermi energy at zero temperature: 0.0740 eV
Fermi wavevector: 0.790 nm^-1
Inverse screening length: 1.658 nm^-1
Screening length: 0.603 nm
Misleading average of screened donors: -0.0562 eV
Missing electron fraction for kT bend, 100 nm slab: 1.34e-04
Random cell: donors: 27
Random cell: side: 6.463 nm
Random cell: conduction edge shift: -12.70 meV
Random cell: valence edge shift: 10.95 meV
Random cell: gap narrowing: 23.65 meV
Random cell: change from last cutoff step: 0.27 meV
Continuum donor narrowing, second order: 45.00 meV
Bare exchange at conduction edge: -54.3 meV
Ellipsoid factor for bare exchange: 0.949
Screened exchange at conduction edge: -4.0 meV
Coulomb-hole shift of conduction edge: -102.0 meV
Static many-electron gap narrowing: 208.1 meV
Assumed core difference between bands: 1.0 eV
Assumed core radius: 0.15 nm
Core contribution to gap, magnitude: 1.41 meV
```
